# Square-root stretched exponential retention as a Lévy superposition of decay rates

## Definitions and conventions

A charge-trap memory cell stores its state as charge held in traps. Let $S(t)$ be the fraction of the initial charge still trapped at time $t$, so that $S(0)=1$. If the centroid of the charge stays fixed while the charge leaks away, the threshold-voltage shift is proportional to $S(t)$.

The model has three assumptions. Each trap empties at its own constant rate $k$, traps empty independently of one another, and emitted charge is not recaptured. In particular, the rates do not respond to the changing field of the stored charge. With $P(k)\,dk$ the fraction of initially filled traps whose rate lies between $k$ and $k+dk$,

$$S(t)=\int_0^\infty P(k)\,e^{-kt}\,dk,\qquad P(k)\ge 0,\qquad \int_0^\infty P(k)\,dk=1. \tag{1}$$

The claim is that the stretched exponential with exponent one half,

$$S(t)=e^{-\sqrt{t/\tau}},\qquad \tau>0, \tag{2}$$

has the form (1) for all $t\ge0$, with

$$P(k)=\frac{1}{\sqrt{4\pi\tau}}\;k^{-3/2}\exp\!\left(-\frac{1}{4k\tau}\right). \tag{3}$$

This is the Lévy density with scale parameter $1/(2\tau)$. Rates are in s$^{-1}$ and $P$ is in s.

## Finding the density

A differential equation for $S$ can be turned into one for $P$. From (2),

$$S'=-\frac{S}{2\sqrt{\tau t}},\qquad S''=\frac{S}{4\tau t}+\frac{S}{4\sqrt{\tau}\,t^{3/2}}.$$

Therefore $4\tau t\,S''=S+\sqrt{\tau/t}\,S$ and $2\tau S'=-\sqrt{\tau/t}\,S$. The square-root terms cancel in the sum:

$$4\tau t\,S''+2\tau S'-S=0. \tag{4}$$

Now insert (1). Each time derivative brings down a factor $-k$, so

$$\int_0^\infty P(k)\left[4\tau t k^2-2\tau k-1\right]e^{-kt}\,dk=0.$$

The explicit $t$ is removed with $t\,e^{-kt}=-\partial_k e^{-kt}$ and an integration by parts:

$$\int_0^\infty 4\tau k^2P\,t\,e^{-kt}dk=-4\tau\left[k^2P\,e^{-kt}\right]_0^\infty+\int_0^\infty4\tau\,(k^2P)'\,e^{-kt}dk.$$

If the boundary term vanishes, (4) is satisfied whenever the remaining integrand is zero, that is, when $4\tau(k^2P)'-2\tau kP-P=0$. Expanding the derivative gives

$$4\tau k^2P'+(6\tau k-1)P=0,\qquad \frac{P'}{P}=\frac{1}{4\tau k^2}-\frac{3}{2k}.$$

Integration yields $\ln P=-1/(4\tau k)-\tfrac32\ln k+\text{const}$, which is the form (3) with a constant $A$ in front. The boundary term contains $k^{1/2}e^{-1/(4k\tau)}e^{-kt}$, which vanishes at both ends for $t>0$.

To fix $A$, substitute

$$k=\frac{1}{4\tau u^2},\qquad |dk|=\frac{du}{2\tau u^3},\qquad k^{-3/2}=8\tau^{3/2}u^3. \tag{5}$$

Then $P\,|dk|=4A\sqrt\tau\,e^{-u^2}du$, whose integral over $u>0$ is $2A\sqrt{\pi\tau}$. Normalization requires $A=1/\sqrt{4\pi\tau}$, as in (3), and

$$P(k)\,|dk|=\frac{2}{\sqrt\pi}\,e^{-u^2}du,\qquad u>0. \tag{6}$$

Small $u$ means a fast trap. Rates below $k$ correspond to $u>1/(2\sqrt{k\tau})$, so the fraction of traps slower than $k$ is $\operatorname{erfc}[1/(2\sqrt{k\tau})]$.

## Direct proof of the identity

The search above produced a candidate. The proof evaluates its superposition. At $t=0$ the identity is the normalization. For $t>0$ put $a=\tfrac12\sqrt{t/\tau}$, so that $kt=a^2/u^2$. With (6),

$$S(t)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2-a^2/u^2}\,du
=\frac{2}{\sqrt\pi}\,e^{-2a}J,\qquad J=\int_0^\infty e^{-(u-a/u)^2}du,$$

because $u^2+a^2/u^2=(u-a/u)^2+2a$.

In $J$ substitute $u=a/v$. The square is unchanged, since $u-a/u=-(v-a/v)$, while $|du|=(a/v^2)\,dv$. Renaming $v$ as $u$ gives a second expression for $J$. Adding the two,

$$2J=\int_0^\infty\left(1+\frac{a}{u^2}\right)e^{-(u-a/u)^2}du=\int_{-\infty}^{\infty}e^{-w^2}dw=\sqrt\pi,$$

where $w=u-a/u$ rises monotonically from $-\infty$ to $\infty$ and $dw=(1+a/u^2)\,du$. Hence $J=\sqrt\pi/2$ and

$$S(t)=e^{-2a}=e^{-\sqrt{t/\tau}}.$$

No approximation was made.

## Uniqueness, and what it does not say

Suppose two probability distributions of rates give the same $S(t)$. Choose any time unit $t_0$ and set $z=e^{-kt_0}$, which lies between 0 and 1. Then

$$S(nt_0)=\langle z^n\rangle,\qquad n=0,1,2,\ldots$$

The two distributions of $z$ share all these moments, hence the averages of all polynomials. Every continuous function on $[0,1]$ is a uniform limit of polynomials, so they share the averages of all continuous functions as well. These averages fix a probability distribution. Since $z$ and $k$ determine each other, the distributions of $k$ coincide, and (3) is the only one that produces (2).

This is uniqueness within the model of parallel, constant-rate decays. It does not identify the mechanism. Identical traps sharing one time-dependent rate $1/(2\sqrt{\tau t})$ obey $S'=-S/(2\sqrt{\tau t})$, whose solution with $S(0)=1$ is also (2). A measured retention curve alone cannot separate the two cases.

## Slow traps, fast traps and the cutoff

**Slow traps.** The factor $e^{-1/(4k\tau)}$ suppresses small rates so strongly that all moments of the trap lifetime $1/k$ are finite. Since $\int_0^\infty t^{n-1}e^{-kt}dt=(n-1)!/k^n$, the substitution $t=\tau y^2$ gives, for $n\ge1$,

$$\langle k^{-n}\rangle=\frac{1}{(n-1)!}\int_0^\infty t^{n-1}S\,dt=\frac{2\tau^n}{(n-1)!}\int_0^\infty y^{2n-1}e^{-y}dy=\frac{(2n)!}{n!}\,\tau^n.$$

The last step uses $2(2n-1)!=(2n)!/n$. The mean lifetime is $2\tau$.

**Survivors.** The mean rate of the traps still filled at time $t$ is

$$\frac{\int kP e^{-kt}dk}{\int Pe^{-kt}dk}=-\frac{S'}{S}=\frac{1}{2\sqrt{\tau t}}.$$

It falls with time because the fast traps empty first.

**Fast traps.** At large $k$, $kP\propto k^{-1/2}$ is not integrable, so the initial mean rate is infinite. This matches the infinite slope of (2) at $t=0$. Real emission rates have an upper limit $K$. The part of (1) above $K$ satisfies

$$0\le\int_K^\infty Pe^{-kt}dk\le e^{-Kt}\,\operatorname{erf}\!\left(\frac{1}{2\sqrt{K\tau}}\right), \tag{7}$$

and the initial loss rate of the traps below $K$ is finite. Integrating by parts with $k^{-1/2}=(2k^{1/2})'$,

$$\int_0^K kP\,dk=\sqrt{\frac{K}{\pi\tau}}\,e^{-1/(4K\tau)}-\frac{1}{2\tau}\operatorname{erfc}\!\left(\frac{1}{2\sqrt{K\tau}}\right).$$

For $K\tau\gg1$ the removed weight is close to $1/\sqrt{\pi K\tau}$. The early loss from (2) is $\sqrt{t/\tau}$, so the removed weight is a small fraction of that loss once $Kt\gg1$. The ratio of the two is $1/\sqrt{\pi Kt}$, which falls slowly and is still about 6 percent at $Kt=100$. A trap set with this cutoff, its loss counted from its own initial charge, thus follows the square-root law only for $t\gg1/K$, not from $t=0$.

## The corresponding trap depths

Let emission be thermally activated from a depth $E\ge0$,

$$k=\nu\,e^{-E/(k_BT)},$$

with one attempt rate $\nu$ for all traps. The condition $E\ge0$ sets the cutoff $K=\nu$. With $\kappa=k\tau$ and $|dk/dE|=k/(k_BT)$, the density of depths is

$$g(E)=\frac{kP(k)}{k_BT}=\frac{e^{-1/(4\kappa)}}{2k_BT\sqrt{\pi\kappa}},\qquad \kappa=\nu\tau\,e^{-E/(k_BT)}. \tag{8}$$

Since $d\kappa/dE=-\kappa/(k_BT)$,

$$\frac{d\ln g}{dE}=\frac{1}{k_BT}\left(\frac12-\frac{1}{4\kappa}\right).$$

The peak is at $\kappa=1/2$, or $E_p=k_BT\ln(2\nu\tau)$. On the shallow side $\kappa\gg1$ and $g\propto e^{E/(2k_BT)}$. On the deep side $1/\kappa$ itself grows exponentially with $E$, so $g$ is cut off sharply. Measured from the peak, $\kappa=\tfrac12e^{-(E-E_p)/(k_BT)}$, so the shape depends only on $(E-E_p)/(k_BT)$ and its width is proportional to $T$.

## The same traps at another temperature

The trap depths are taken as fixed, independent of temperature. Keep $g(E)$ and $\nu$ fixed, change the temperature to $T'$, and define $r=T/T'$. A trap with rate $k$ at $T$ now has the rate

$$k'=\nu\left(\frac{k}{\nu}\right)^r=\frac{(4u^2)^{-r}}{\tau'},\qquad \tau'=\frac{(\nu\tau)^r}{\nu}.$$

Here $\tau'$ is the lifetime at $T'$ of the trap whose lifetime at $T$ is $\tau$. With $s=t/\tau'$, and apart from the cutoff, the retained fraction is

$$R(t)=\frac{2}{\sqrt\pi}\int_0^\infty\exp\left[-u^2-s\,(4u^2)^{-r}\right]du.$$

**Early times, $s\ll1$.** In $1-R$ set $u=\tfrac12s^{1/(2r)}v$, which gives $s(4u^2)^{-r}=v^{-2r}$:

$$1-R=\frac{s^{1/(2r)}}{\sqrt\pi}\int_0^\infty e^{-s^{1/r}v^2/4}\left(1-e^{-v^{-2r}}\right)dv.$$

For $r>1/2$ the bracket is integrable, and the Gaussian factor tends to 1 as $s\to0$. Integration by parts leaves $\int_0^\infty2r\,v^{-2r}e^{-v^{-2r}}dv$, and $y=v^{-2r}$ turns this into $\int_0^\infty y^{-1/(2r)}e^{-y}dy$. Thus

$$1-R\simeq\frac{\Gamma\!\left(1-\frac{1}{2r}\right)}{\sqrt\pi}\left(\frac{t}{\tau'}\right)^{1/(2r)}. \tag{9}$$

With the cutoff included, this holds for $1/\nu\ll t\ll\tau'$, and the approach can be slow at either end. The removed weight lowers the loss by the relative amount $(\nu t)^{-1/(2r)}/\Gamma(1-\frac{1}{2r})$, which is still 12 percent at $\nu t=100$ for $r=4/3$. At the other end there is a correction of relative order $s^{1-1/(2r)}$, which decays very slowly when $r$ is close to $1/2$: for $r=0.6$ the loss is still about 8 percent below (9) at $s=10^{-6}$.

**Late times, $s\gg1$.** The exponent $f(u)=u^2+s\,4^{-r}u^{-2r}$ has its minimum where $u_*^{2r+2}=r\,4^{-r}s$. There

$$f(u_*)=\left(1+\frac1r\right)u_*^2=C\,s^{1/(1+r)},\qquad C=\left(1+\frac1r\right)\left(r\,4^{-r}\right)^{1/(1+r)},$$

$$f''(u_*)=2+2r(2r+1)\,s\,4^{-r}u_*^{-2r-2}=2+2(2r+1)=4(1+r).$$

The width of the minimum stays fixed while $u_*$ grows, and the higher derivatives of $f$ at $u_*$ tend to zero. The Gaussian integral $\sqrt{2\pi/f''}$ therefore gives the leading behaviour,

$$R\simeq\sqrt{\frac{2}{1+r}}\;\exp\left[-C\left(\frac{t}{\tau'}\right)^{1/(1+r)}\right]. \tag{10}$$

For $r=1$, (9) becomes $\sqrt{t/\tau}$ and (10) becomes $e^{-\sqrt{t/\tau}}$, as they must. The late exponent $1/(1+r)$ equals one half only for $r=1$. A fixed set of trap depths with one attempt rate therefore gives the law (2) at one temperature only. For $r>1/2$ and $r\ne1$, the early exponent $1/(2r)$ and the late exponent differ, so $R$ is not a stretched exponential with any single exponent.

## Worked example

Take the round model parameters $\tau=10^{10}$ s at $T=400$ K and $\nu=10^{12}$ s$^{-1}$. They represent no particular material.

**Rates and depths.** The median rate is $1.10\times10^{-10}$ s$^{-1}$. Ten percent of the traps are slower than $1.85\times10^{-11}$ s$^{-1}$ and ten percent are faster than $3.17\times10^{-9}$ s$^{-1}$, a ratio of about 171. The corresponding depths are 1.804 eV and 1.627 eV, so a spread of only 0.18 eV contains 80 percent of the traps. The peak of $g$ is at

$$E_p=0.03447\ \text{eV}\times\ln(2\times10^{22})=1.770\ \text{eV},$$

and its full width at half maximum is 0.124 eV, or $3.59\,k_BT$.

**Cutoff.** The weight with rates above $\nu$ is $1/\sqrt{\pi\times10^{22}}=5.6\times10^{-12}$. The initial loss rate is $\sqrt{\nu/(\pi\tau)}=5.6$ s$^{-1}$, which is finite but persists only for times of order $1/\nu=10^{-12}$ s.

**Ten years at 400 K.** Ten years are $3.156\times10^8$ s, so

$$S=\exp\left(-\sqrt{3.156\times10^{-2}}\right)=e^{-0.1776}=0.837.$$

About 16 percent of the charge is lost. Integration over the depths $E\ge0$ gives the same value to the six printed decimals. The mean rate of the survivors is $2.8\times10^{-10}$ s$^{-1}$. This mean exceeds the median rate of the full set because it is raised by a minority of fast survivors, with rates up to about $1/t=3.2\times10^{-9}$ s$^{-1}$ and somewhat beyond. The median rate of the survivors themselves is lower than that of the full set, since fast traps empty first.

**Ten years at 300 K.** Now $r=4/3$ and $\tau'=10^{-12}\ \text{s}\times(10^{22})^{4/3}=2.15\times10^{17}$ s. With $t/\tau'=1.465\times10^{-9}$ and $\Gamma(5/8)/\sqrt\pi=0.809$, (9) gives

$$1-R=0.809\times(1.465\times10^{-9})^{3/8}=3.94\times10^{-4}.$$

Direct integration over the depths agrees to within a few parts in $10^6$ of this loss. Had one kept the exponent one half and replaced $\tau$ by $\tau'$, the predicted loss would have been $\sqrt{1.465\times10^{-9}}=3.8\times10^{-5}$, too small by a factor of about ten. In this model, activating the time constant alone therefore does not give the 300 K curve. The attempt rate was held fixed. For emission into a band it scales roughly as $T^2$, which only rescales time and leaves the exponents unchanged, but would lower the 300 K loss by the factor $(9/16)^{3/8}=0.81$. The model contains thermal emission only. In a real cell, tunnelling out of the traps depends only weakly on temperature and can dominate the loss at low temperature, so the small loss found here is not a prediction for a device.

**Exponents at 300 K.** The logarithmic slope of $-\ln R$ against $t$ is 0.37507 at ten years, where (9) has $3/8$. The small excess follows from $-\ln R=(1-R)+\tfrac12(1-R)^2+\ldots$, which raises the slope by the relative amount $(1-R)/2\approx2\times10^{-4}$. At $t=10^6\tau'$ the slope is 0.42847, where (10) has $3/7=0.42857$. The deficit comes from the prefactor 0.926 in (10), which adds a constant 0.077 to an exponent of about 334. At that time the integrated $R$ exceeds (10) by $1.1\times10^{-4}$ of its value, compared with $2.1\times10^{-3}$ at $10^3\tau'$. These times lie far beyond any device life and serve to check the asymptotic law.

The numerical output below also compares the superposition with (2) from $t/\tau=0.01$ to 100, and gives the error of a numerical Laplace inversion of (2) relative to the density (3).

## Values computed for the example and the checks

```
tau at first temperature: 1.000e+10 s
attempt rate nu: 1.000e+12 1/s
first and second temperature: 400 K, 300 K
kB T at first temperature: 0.03447 eV
largest relative error, Laplace inversion: 2.2e-16
integral of P over all rates: 1.0000000000
t/tau = 0.01: summed S = 9.04837418e-01, closed S = 9.04837418e-01
t/tau = 0.1: summed S = 7.28893414e-01, closed S = 7.28893414e-01
t/tau = 1: summed S = 3.67879441e-01, closed S = 3.67879441e-01
t/tau = 10: summed S = 4.23292196e-02, closed S = 4.23292196e-02
t/tau = 100: summed S = 4.53999298e-05, closed S = 4.53999298e-05
rate with fraction 0.1 of traps below it: 1.8481e-11 1/s, depth 1.8043 eV
rate with fraction 0.5 of traps below it: 1.0991e-10 1/s, depth 1.7429 eV
rate with fraction 0.9 of traps below it: 3.1664e-09 1/s, depth 1.6270 eV
mean lifetime: 2.0000e+10 s
most probable rate, density in k: 1.6667e-11 1/s
peak of g(E): 1.7700 eV
full width of g(E) at half maximum: 0.1238 eV
same width divided by kB T: 3.591
weight with rates above nu: 5.642e-12
initial mean rate with cutoff nu: 5.6419 1/s
ten years: 3.15576e+08 s
retained after ten years, 400 K, from depths: 0.837240
retained after ten years, 400 K, closed: 0.837240
mean rate of survivors then: 2.8146e-10 1/s
r = T/T2: 1.33333
tau' at second temperature: 2.1544e+17 s
lost after ten years, 300 K, from depths: 3.93817e-04
lost after ten years, 300 K, early law: 3.93818e-04
early exponent: measured 0.37507, law 0.37500
late exponent: measured 0.42847, law 0.42857
late-law constant C: 0.89650
late-law prefactor: 0.92582
S over late law at t/tau' = 1e3: 1.002091
S over late law at t/tau' = 1e6: 1.000114
```
